When barrier angle selection strengthens the field-like spin-transfer torque

Q: My tunnel junctions show a sizeable field-like torque, while my metallic spin valves show little. I am told that electrons precess in the magnet and that a barrier stops their phases from averaging out. Can that be shown by adding up the phases over incident angles?

A: Yes, if we first fix what is compared. Let the magnet fill x > 0, with its majority-spin direction along z. Electrons arrive from the left at the Fermi energy with spin along +x. The torque component along x is damping-like, and the component along y = z × x is field-like.

I assume free electrons of equal mass, flat interfaces, and no disorder or spin-orbit coupling. A wave number q parallel to the interface is then conserved. In atomic units, with u = q², the normal wave numbers are

k = √(K_N − u), k↑ = √(K↑ − u), k↓ = √(K↓ − u),

where each K is twice the kinetic energy in the lead, majority band or minority band. I take K↑ ≥ K_N, so k↑ is real for every incident electron. If u > K↓, the minority wave decays and k↓ = iλ with λ > 0.

Q: Which quantity carries the torque?

A: The transverse spin current. Let ψ↑ and ψ↓ be the x-dependent waves for unit incident amplitude. The spinor is (ψ↑, ψ↓)/√2, so its spin density, x component plus i times y component, is s = ψ↑*ψ↓. The corresponding current is

J = (1/2i)[ψ↑* ψ↓′ − (ψ↑*)′ ψ↓].

For the incident wave alone J = k. The number of states per unit energy in one transverse channel is proportional to 1/k, so equally filled channels contribute J/k each. Integrating over the azimuth of q turns d²q into π du. Common constants cancel from the ratios below.

Inside the magnet ψσ″ = −kσ²ψσ, and kσ² is real even for a decaying wave. Differentiating J, the products of first derivatives cancel, leaving

J′ = (1/2i)(k↑² − k↓²)ψ↑*ψ↓ = −(i/2)(K↑ − K↓)s.

With Δ = (K↑ − K↓)/2, the exchange splitting, the real and imaginary parts are

J_x′ = Δ s_y, J_y′ = −Δ s_x.

The spin current lost per unit depth is therefore Δ(−s_y, s_x) = Δ z × s. This is exchange precession, and the lost angular momentum is the torque on the magnetization.

Q: What does one angle contribute?

A: In the magnet ψσ = tσ exp(ikσx). Its derivative brings down ik↓, and that of ψ↑* brings down −ik↑. Inserting both into J and dividing by k gives

P(u,x) = [(k↑ + k↓)/(2k)] t↑*t↓ exp[−i(k↑ − k↓)x].

The sum over angles and the torque taken up between the surface and depth L are

S(x) = ∫₀^{K_N} P(u,x) du, T(L) = S(0) − S(L).

The real part of T is damping-like and the imaginary part field-like. This is the torque on the first L of a thick magnet. A real film also has an exit interface, whose reflections are absent here.

There are two sources of phase: precession inside the magnet, and t↑*t↓ at its surface. They need separate treatment.

Q: Start with the metallic contact. What happens at its surface?

A: Continuity of the wave and its slope at x = 0 gives

1 + rσ = tσ, k(1 − rσ) = kσtσ.

Multiplying the first by k and adding gives 2k = (k + kσ)tσ, hence

tσ = 2k/(k + kσ), rσ = tσ − 1 = (k − kσ)/(k + kσ).

The surface current can also be found on the lead side, where ψσ = e + rσe*, with e = exp(ikx). Then

J/k = ½[(e* + r↑*e)(e − r↓e*) + (e* − r↑*e)(e + r↓e*)].

The terms in e² and e*² cancel, leaving J/k = 1 − r↑*r↓. No torque acts at the interface plane itself, so this equals P(u,0).

If the majority band matches the lead, K↑ = K_N, then r↑ = 0 and P(u,0) = 1 at every angle. Thus S(0) = K_N, which is real. S(0) is also real if all channels propagate in both spins, because both reflection amplitudes are then real. In these two cases any field-like torque must come from −S(L), the precession part.

Q: And with a barrier?

A: Let the barrier have thickness d and decay constant κ = √(κ₀² + u), where κ₀² is twice its height above the Fermi energy. For a thick barrier, the wave near the lead is A exp(−κx), with x measured from that face. Matching gives

1 + r = A, ik(1 − r) = −κA.

Multiplying the first by ik and adding gives 2ik = (ik − κ)A, or A = 2k/(k + iκ). A wave a = A exp(−κd) reaches the magnet, where a wave b is reflected:

a + b = tσ, κ(b − a) = ikσtσ.

Multiplying the first by κ and subtracting the second gives 2κa = (κ − ikσ)tσ. Therefore

tσ = [2k/(k + iκ)] [2κ/(κ − ikσ)] exp(−κd).

What is neglected is the return of b to the lead face and back, of relative order exp(−2κd).

The first bracket is the same for both spins and has no phase in t↑*t↓. For propagating spins the second leaves the denominator

(κ + ik↑)(κ − ik↓) = κ² + k↑k↓ + iκ(k↑ − k↓).

The surface current thus has phase −φ, with

tan φ = κ(k↑ − k↓)/(κ² + k↑k↓).

Its sign is that of the precession phase −(k↑ − k↓)x. The electron enters the magnet with its spin already turned a little in the precession sense.

Q: Now the averaging. How fast do the angles get out of step?

A: Define δ(u) = k↑ − k↓. Its derivative is

dδ/du = 1/(2k↓) − 1/(2k↑).

This is positive, so oblique electrons precess faster with depth. At normal incidence call δ = δ₀ and the derivative β; this requires K↓ > 0, so that both spins propagate at q = 0. At large x the phase factor oscillates rapidly with u. Integration by parts, using exp(−iδx) = [i/(xδ′)] d exp(−iδx)/du, gives from the end u = 0

S(x) ≈ P(0,0) exp(−iδ₀x)/(iβx).

The minority threshold u = K↓ adds nothing at this order. On its propagating side 1/δ′ vanishes like 2k↓, so the boundary term is zero and the remainder is of order 1/x². On its decaying side, u = K↓ + λ² gives du = 2λdλ, and ∫2λ exp(−λx)dλ is also of order 1/x². The upper end u = K_N adds nothing at this order either: if K_N > K↓ the minority wave has decayed there, and if K_N < K↓ the amplitude P(u,0) vanishes in proportion to k. Hence

|S(x)/S(0)| → ℓ/x, ℓ = |P(0,0)|/(β|S(0)|).

The decay is algebraic, and ℓ measures how far the spins stay together.

Q: What is ℓ in the two devices?

A: For the matched metal, P(0,0) = 1 and S(0) = K_N, so

ℓ_metal = 1/(βK_N).

For the barrier, expand κ ≈ κ₀ + u/(2κ₀). The transmitted intensity becomes

exp(−2κd) ≈ exp(−2κ₀d) exp(−ud/κ₀).

This factor cuts off the integral at u of order κ₀/d. If that is far below κ₀², K↓ and K_N, the expansion of κ holds and the other factors change little before the cut-off. The first condition means κ₀d ≫ 1. Freezing them at u = 0 and extending the upper limit to infinity gives |S(0)| ≈ |P(0,0)|κ₀/d, and

ℓ_tunnel ≈ d/(κ₀β), ℓ_tunnel/ℓ_metal ≈ K_N d/κ₀.

The exchange splitting has dropped out of the ratio. A thicker barrier selects more sharply. At fixed d a higher barrier selects less sharply, because κ then varies less with u. The estimate is unreliable for a thin barrier, where the cut-off is not narrow.

The same approximation, with δ ≈ δ₀ + βu, gives the depth dependence in this thick-barrier limit:

S(x)/S(0) ≈ exp(−iδ₀x)/(1 + ix/ℓ_tunnel).

The surface phase, taken as constant over the selected angles, cancels from this ratio. For x well below ℓ_tunnel the spins rotate almost as one.

Q: Please put in numbers.

A: I choose round model parameters: kinetic energies of 5 eV in the lead and majority band and 2.5 eV in the minority band, with a barrier 1 eV high and 10 Å thick. At normal incidence

k = k↑ = 1.146 Å⁻¹, k↓ = 0.810 Å⁻¹, κ₀ = 0.512 Å⁻¹.

Thus δ₀ = 0.336 Å⁻¹, one precession takes 2π/δ₀ = 18.7 Å, and β = ½(1/0.810 − 1/1.146) = 0.181 Å. After 20 Å the precession phases are:

0°: 6.71 rad
15°: 7.05 rad
30°: 8.39 rad
40°: 10.80 rad

Between 0° and 15° the spread is 0.34 rad; between 0° and 40° it is 4.1 rad. Beyond 45° the minority wave decays.

The metallic contact weights u uniformly, so the mean of sin²θ is 0.5. For the barrier, weighting by |P(u,0)| gives 0.052, an rms sine of 0.23, or about 13°. This and the other angular integrals were evaluated by Gauss–Legendre quadrature, split at the minority threshold.

The metal has

ℓ_metal = 1/(0.181 × 1.146²) ≈ 4.2 Å (8.0 bohr).

For the barrier the estimate is 10/(0.512 × 0.181) ≈ 108 Å. The definition of ℓ with the full integral gives 86 Å (162 bohr), so the estimate is 26% above the integrated value. For a 40 Å barrier the two are 432 and 406 Å, a 6% excess. The computed ratio of lengths for the 10 Å barrier is about 20.

Q: What does that do to the torque itself?

A: Here are damping-like and field-like torques divided by |S(0)|, the transverse spin current entering that magnet:

L = 10 Å: metal 1.13, −0.28; tunnel 1.84, −0.66
L = 20 Å: metal 1.01, 0.19; tunnel 0.37, 0.54
L = 30 Å: metal 0.95, −0.12; tunnel 1.33, −0.99
L = 50 Å: metal 0.94, −0.05; tunnel 0.82, −0.95

A damping-like value above 1 means that the remaining spin current has turned to negative x, so more than the entering x component was given up. At 30 Å, the remaining fraction |S(L)/S(0)| is 0.13 for the metal and 0.89 for the junction. The thick-barrier formula, with the estimated ℓ of 108 Å, would give 0.96 for the junction: at a barrier thickness of 10 Å it understates the loss of coherence.

The field-like torque changes sign with depth, so one thickness is a poor measure. Its rms value over one precession period, from 20 to 38.7 Å, is 0.10 for the metal and 0.66 for the junction. A unit spin current rotating without dephasing or surface phase would give 1/√2 ≈ 0.71.

Q: The barrier also changes the surface phase. How do you know that the selection of angles is responsible?

A: Exchange the two ingredients. Write P(u,0) as a modulus, which is the angular weight, times a phase factor. Combine the weight of one contact with the phase of the other, keep the precession factor, and divide by the new |S(0)|. The rms field-like torques over the same depths are:

metal weight, metal phase: 0.10
metal weight, barrier phase: 0.11
barrier weight, metal phase: 0.64
barrier weight, barrier phase: 0.66

Changing the weight raises the torque about sixfold. Changing the surface phase alters it by a few per cent. At these depths and for these parameters, your explanation holds: momentum selection weakens dephasing, and the field-like torque survives.

Q: My free layer might be much thicker than the dephasing length. Is the explanation the same?

A: No. As L grows, S(L) → 0 for both contacts, and T → S(0). The precession inside has averaged out, barrier or no barrier. What remains is the surface phase.

For the matched metal the thick-layer field-like torque is zero, as derived above. For the junction, the normal-incidence phase gives

field/damping = −tan φ = −(0.512 × 0.336)/(0.512² + 1.146 × 0.810) ≈ −0.14.

The angular integral gives −0.17. The minus sign records that the spin had already turned towards −y on entry.

Q: Does momentum selection at least protect that surface phase?

A: It can. At grazing angles, where k↓ = iλ, the surface current is proportional to

(k↑ + iλ)/[(κ + ik↑)(κ + λ)].

Its phase is arctan(λ/k↑) − arctan(k↑/κ), which becomes positive when λκ > k↑². Near-normal electrons have a negative phase, so the two groups oppose each other. Squaring the condition at the crossing gives

(u − K↓)(u + κ₀²) = (K↑ − u)².

Since each K is proportional to an energy, we may write w for the transverse kinetic energy in eV:

(w − 2.5)(w + 1) = (5 − w)².

The w² terms cancel, leaving 8.5w = 27.5, or w = 3.2 eV. With a 5 eV lead, channels from 3.2 to 5 eV oppose the rest. Giving the barrier phase the metal's uniform weight reduces the thick-layer field/damping ratio from −0.17 to −0.004. Here selection does prevent a near-cancellation.

Now lower the lead's kinetic energy to 2 eV, keeping the magnet and barrier. No incident channel reaches the crossing. The metal's angular weight with the barrier phase then gives −0.25, while the actual junction gives −0.17. Selection has reduced the ratio, because it favours angles at which φ is smaller.

Q: Is the metal's thick-layer value zero in general?

A: No. Take a 4 eV lead with the same magnet. Then k < k↑, so r↑ is real and negative. Where the minority wave decays,

r↓ = (k − iλ)/(k + iλ) = (k − iλ)²/(k² + λ²),

whose imaginary part is −2kλ/(k² + λ²). Since P(u,0) = 1 − r↑r↓, its imaginary part is

Im P(u,0) = −2|r↑|kλ/(k² + λ²).

All these channels have the same sign. The integrated field/damping ratio is −0.07 for the metal and −0.17 for the junction. The junction still has the larger ratio, but the metal's weight with the barrier phase would give −0.22. Momentum selection is therefore not what makes the thick-layer junction larger in this case; the surface phase is.

Q: If I compare two actual devices, will the tunnel junction exert the larger torque?

A: These ratios do not say that. For the 5 eV lead, the transverse spin current entering through the barrier is 4.3 × 10⁻⁶ of that entering from the metal, for the same incident channels. Over the precession period used above, the junction's rms field-like torque is larger per unit of entering spin current, and far smaller per incident electron.

A device under bias also has electrons arriving from the other side. Their contribution must be added before the result is compared with a measured bias dependence. Rough interfaces would mix the angles that the barrier has selected, and a real band structure may put the slowest decay away from q = 0. The expansion about normal incidence would then no longer apply. The precession picture also fails if the minority wave already decays at q = 0, as for the Δ1 state that crystalline MgO selects in Fe. With the minority band bottom 0.5 eV above the Fermi energy and the other parameters unchanged, only 0.015 of the entering spin current is left 10 Å behind the barrier. The field-like torque then comes from the surface phase, with field/damping ≈ −0.89, and not from weakened dephasing.

For your films, thickness is a useful discriminator if reflections from the exit interface, which this model omits, are weak. A field-like torque that oscillates with magnet thickness, and fades only over several precession periods, is consistent with precession kept in step by angular selection. The barrier is not the only possible selector: a metallic lead whose kinetic energy is far below that of the magnet's bands also supplies only a narrow range of q. A part that remains when the oscillation has died is consistent with the surface phase, but does not prove it, because electrons from the other side can leave such a part too. In a symmetric junction between two identical thick magnets, both sides contribute equally to the field-like torque. Raising one Fermi level and lowering the other by the same amount then leaves their sum unchanged to first order in bias. The damping-like torque is linear in bias, so in such a junction the ratio of the bias-induced field-like torque to the damping-like torque vanishes at small bias and is not given by the one-sided value −0.17.
